# Two-dimensional displacement gradients from the phases of lattice fringes

## What symmetry already fixes

A lattice fringe is a periodic modulation of image intensity with spacing \(d\) and reciprocal vector \(\mathbf g\), \(|\mathbf g|=1/d\). The carrier is written \(e^{+2\pi i\mathbf g\cdot\mathbf r}\), without a \(2\pi\) inside \(\mathbf g\). Let the whole pattern shift rigidly by \(\mathbf u\), and let \(\chi(\mathbf u)\) be the resulting change of fringe phase.

Two successive shifts add, so \(\chi(\mathbf u+\mathbf v)=\chi(\mathbf u)+\chi(\mathbf v)\). A continuous function with this property is linear, \(\chi=\mathbf c\cdot\mathbf u\). A shift along the fringes changes nothing, so \(\mathbf c\) is parallel to \(\mathbf g\). A shift by one spacing across them moves the pattern by one period, so \(|\mathbf c|=2\pi|\mathbf g|\). The sign follows from the carrier: a pattern moved by \(+\mathbf u\) has the argument \(\mathbf r-\mathbf u\). Hence

\[
\chi=-2\pi\,\mathbf g\cdot\mathbf u .
\]

Let \(P\) be the fringe phase that remains when the carrier phase \(2\pi\mathbf g\cdot\mathbf r\) is subtracted. A rigid shift changes \(P\) by a constant and is not a strain, so strain must come from the gradient of \(P\). Strain is dimensionless and \(\nabla P\) is an inverse length, so the gradient must enter through the ratio \(\nabla P/|\mathbf g|\). In one dimension, applying the shift rule locally to a slowly varying \(u\) gives \(P'=-2\pi g\,u'\), so a small strain is \(-P'/(2\pi g)\) to first order. Symmetry and dimensions alone do not fix the higher-order terms, which depend on how strain is defined. In two dimensions the displacement gradient has four components and one phase gradient has two, so at least two reflections are needed. It remains to show that two suffice, and which strain they give.

## One row of fringes

Let a material point at \(X\) in the undeformed crystal move to \(x=X+U(X)\). Label the same displacement by the final position, \(u(x)=U(X)\), so that \(X=x-u(x)\). The model of the image is that the intensity pattern travels with the material:

\[
I(x)=I_0\big(x-u(x)\big).
\]

For the fundamental fringe of \(I_0\), with amplitude \(A\) and constant phase \(\varphi\),

\[
A\,e^{i\varphi}e^{2\pi i g(x-u)}=A\,e^{2\pi i gx}\,e^{iP(x)},\qquad P(x)=\varphi-2\pi g\,u(x).
\]

Differentiation removes the constant:

\[
P'=-2\pi g\,u'\quad\Rightarrow\quad e\equiv\frac{du}{dx}=-\frac{P'}{2\pi g}.
\]

To see what \(e\) means, consider the total phase \(2\pi gx+P\). Its rate of change divided by \(2\pi\) is the local fringe frequency,

\[
g_{\rm loc}=g+\frac{P'}{2\pi}=g(1-e).
\]

The local spacing is \(d_{\rm loc}=1/g_{\rm loc}=d/(1-e)\), so

\[
\frac{d_{\rm loc}-d}{d}=\frac1{1-e}-1=\frac{e}{1-e}.
\]

The phase gradient thus gives the spacing change divided by the deformed spacing, \(e=(d_{\rm loc}-d)/d_{\rm loc}\). The usual strain divides by the undeformed spacing.

**Limit: uniform stretch.** If \(x=(1+\varepsilon)X\), then \(u=x-X=\varepsilon x/(1+\varepsilon)\) and \(e=\varepsilon/(1+\varepsilon)\). Inserting this gives \(e/(1-e)=\varepsilon\), as it must. For small \(\varepsilon\) the difference \(\varepsilon-e\) is \(\varepsilon^2\) to leading order.

This was tested on a chain of narrow, identical spots with undeformed spacing 0.320 nm, placed one by one at displaced positions. The displacement has one period across 40 nm and a peak gradient of 0.04. The first interval measures 0.3328 nm, a relative change of 0.0400. The phase gives \(e=0.0384\), and

\[
\frac{e}{1-e}=\frac{0.0384}{0.9616}=0.0399 .
\]

Along the whole chain the converted value differs from the directly measured change by at most \(4.7\times10^{-5}\) in strain.

## Getting the phase out of an image

The Fourier transform of the image has a spot near each reciprocal vector. Multiply it by a Gaussian mask centred on the chosen \(\mathbf g\),

\[
M(\mathbf f)=\exp\!\left(-\frac{|\mathbf f-\mathbf g|^2}{2\sigma^2}\right),
\]

and transform back. The result is a complex fringe \(B=|B|\,e^{i(2\pi\mathbf g\cdot\mathbf r+P)}\). Taking the gradient of its logarithm,

\[
\frac{\nabla B}{B}=\nabla\ln|B|+i\,(2\pi\mathbf g+\nabla P),
\]

and then the imaginary part,

\[
\nabla P=\operatorname{Im}\frac{\nabla B}{B}-2\pi\mathbf g .
\]

Jumps of \(2\pi\) in the phase never enter, because \(B\) itself is continuous. The formula fails where \(B=0\), since the phase is undefined there.

**Limit: uniform deformation.** The fringe is then a single spot at \(\mathbf g_{\rm loc}\). The mask multiplies it by the positive number \(M(\mathbf g_{\rm loc})\), which changes the amplitude but not the phase. This holds for the spot taken alone. \(M(\mathbf g_{\rm loc})\) falls quickly once \(|\mathbf g_{\rm loc}-\mathbf g|\) exceeds \(\sigma\), and noise and neighbouring spots then compete with it. A rigid rotation by \(\theta\) shifts the spot by \(2|\mathbf g|\sin(\theta/2)\). For \(|\mathbf g|=3.05\ \mathrm{nm}^{-1}\) and \(\sigma=0.50\ \mathrm{nm}^{-1}\) this gives \(M=0.95\) at \(3^\circ\) but \(M\approx0.007\) at \(30^\circ\).

**Limit: weak strain wave.** Let \(e=\varepsilon_0\cos 2\pi qx\), so \(u=(\varepsilon_0/2\pi q)\sin2\pi qx\). To first order in the phase swing \(g\varepsilon_0/q\), which must be small,

\[
e^{2\pi ig(x-u)}\approx e^{2\pi igx}\left[1-2\pi i g\,\frac{\varepsilon_0}{2\pi q}\,\frac{e^{2\pi iqx}-e^{-2\pi iqx}}{2i}\right].
\]

The strain information sits in two sidebands at \(g\pm q\). The mask leaves the central spot unchanged and multiplies both sidebands by the same factor, so the recovered strain amplitude is \(T\varepsilon_0\) with

\[
T(q)=e^{-q^2/2\sigma^2}.
\]

For \(q=\sigma=0.50\ \mathrm{nm}^{-1}\) this is \(e^{-1/2}=0.6065\), and the tested transfer is 0.6065. In this model a weak strain wave of 2 nm period thus appears about 39% too weak. The mask is the only filter in the model. A real objective lens also weights the spots, in linear imaging by a real transfer function \(c(f)\). The same argument then gives a further factor \([c(g+q)+c(g-q)]/2c(g)\), which is close to 1 only if \(c\) is nearly linear over \(g\pm q\) and not near a zero. A wider mask reduces the loss, but it passes more noise and eventually admits neighbouring spots, so the method needs a strain that varies slowly, a deformation small enough to keep \(\mathbf g_{\rm loc}\) inside the mask, and spots that are well separated.

The same factor accounts for the size of the chain error. There \(q=1/40=0.025\ \mathrm{nm}^{-1}\), so \(1-T\approx0.025^2/(2\times0.50^2)=0.00125\). A strain of 0.04 should lose about \(5\times10^{-5}\). This is an estimate, since \(T\) was derived for a weak wave.

## One reflection in two dimensions

Let the deformation be in the image plane and uniform through the foil. A material point \(\mathbf R\) moves to \(\mathbf r=\mathbf R+\mathbf U(\mathbf R)\), and \(\mathbf u(\mathbf r)=\mathbf U(\mathbf R)\). Write the reference pattern as a Fourier series and substitute \(\mathbf R=\mathbf r-\mathbf u\):

\[
I(\mathbf r)=\sum_{\mathbf g}A_{\mathbf g}e^{i\varphi_{\mathbf g}}e^{2\pi i\mathbf g\cdot(\mathbf r-\mathbf u)}
=\sum_{\mathbf g}A_{\mathbf g}\,e^{2\pi i\mathbf g\cdot\mathbf r}\,e^{iP_{\mathbf g}(\mathbf r)},
\]
\[
P_{\mathbf g}(\mathbf r)=\varphi_{\mathbf g}-2\pi\,\mathbf g\cdot\mathbf u(\mathbf r).
\]

Define \(e_{ij}=\partial u_i/\partial x_j\): the first index is the direction of displacement, the second the direction of differentiation. With \(\varphi_{\mathbf g}\) constant,

\[
\partial_jP_{\mathbf g}=-2\pi\sum_i g_i\,e_{ij}.
\]

These are two equations, \(j=x,y\), for four unknowns. What is missing is the displacement perpendicular to \(\mathbf g\), for which \(\mathbf g\cdot\mathbf u=0\) everywhere. As a test, a perfect pattern was displaced perpendicular to \(\mathbf g_1\) by a periodic amount. The largest phase gradient was \(1.4\times10^{-6}\) rad/nm for \(\mathbf g_1\) and 0.565 rad/nm for a second reflection \(\mathbf g_2\).

One reflection does give its own fringe spacing. The local reciprocal vector is

\[
\mathbf g_{\rm loc}=\mathbf g+\frac{\nabla P_{\mathbf g}}{2\pi}=(1-e^{\mathsf T})\,\mathbf g .
\]

With the unit vector \(\hat{\mathbf g}=\mathbf g/|\mathbf g|\),

\[
|\mathbf g_{\rm loc}|^2=|\mathbf g|^2\left(1-2\,\hat{\mathbf g}\cdot e\,\hat{\mathbf g}+|e^{\mathsf T}\hat{\mathbf g}|^2\right),
\]

because \(\hat{\mathbf g}\cdot e^{\mathsf T}\hat{\mathbf g}=\hat{\mathbf g}\cdot e\,\hat{\mathbf g}\). Taking the power \(-1/2\) and keeping first order,

\[
\frac{d_{\rm loc}-d}{d}\approx\hat{\mathbf g}\cdot e\,\hat{\mathbf g}.
\]

For \(\mathbf g\) along \(x\) this is \(e_{xx}\), the one-dimensional result.

## Two reflections close the system

Put \(\mathbf g_1\) and \(\mathbf g_2\) in the rows of a matrix \(G\), and the phase gradients in the rows of \(D\), so \(D_{aj}=\partial_jP_a\). The four equations read

\[
D=-2\pi\,G\,e .
\]

If \(\det G=g_{1x}g_{2y}-g_{1y}g_{2x}\neq0\), that is, if the reflections are not collinear, multiply from the left by \(G^{-1}\):

\[
e=-\frac1{2\pi}\,G^{-1}D .
\]

Call the columns of \(G^{-1}\) \(\mathbf a_1\) and \(\mathbf a_2\). The identity \(GG^{-1}=1\) says \(\mathbf g_a\cdot\mathbf a_b=\delta_{ab}\), so they are the real-space vectors dual to the chosen reflections. The \(2\times2\) inverse gives

\[
\mathbf a_1=\frac{(g_{2y},-g_{2x})}{\det G},\qquad
\mathbf a_2=\frac{(-g_{1y},g_{1x})}{\det G},
\]
\[
e_{ij}=-\frac1{2\pi}\left[(\mathbf a_1)_i\,\partial_jP_1+(\mathbf a_2)_i\,\partial_jP_2\right].
\]

**Limit: perpendicular reflections.** For \(\mathbf g_1=(g,0)\) and \(\mathbf g_2=(0,g)\), one finds \(\mathbf a_1=(1/g,0)\) and \(\mathbf a_2=(0,1/g)\). Then \(e_{xj}=-\partial_jP_1/2\pi g\) and \(e_{yj}=-\partial_jP_2/2\pi g\): each reflection supplies one row.

**An oblique case.** Take model vectors \(\mathbf g_1=(2.5,1.75)\) and \(\mathbf g_2=(-2.5,1.75)\ \mathrm{nm}^{-1}\). Then \(\det G=8.75\ \mathrm{nm}^{-2}\), \(\mathbf a_1=(0.2000,0.2857)\) nm and \(\mathbf a_2=(-0.2000,0.2857)\) nm. The displacement is prescribed on the undeformed crystal, with one period across the 40 nm field and the gradient at the origin

\[
\frac{\partial U_i}{\partial X_j}=\begin{pmatrix}0.04&0.02\\0.01&-0.03\end{pmatrix}.
\]

The map \(\mathbf r=\mathbf R+\mathbf U(\mathbf R)\) was inverted numerically to make the image. The phase gradients found at the origin, in rad/nm, are

\[
D=\begin{pmatrix}-0.7094&0.0308\\0.4916&0.6530\end{pmatrix}.
\]

The components of \(e\) follow:

\[
e_{xx}=-\frac{0.2000\,(-0.7094-0.4916)}{2\pi}=0.0382,
\]
\[
e_{xy}=-\frac{0.2000\,(0.0308-0.6530)}{2\pi}=0.0198,
\]
\[
e_{yx}=-\frac{0.2857\,(-0.7094+0.4916)}{2\pi}=0.0099,
\]
\[
e_{yy}=-\frac{0.2857\,(0.0308+0.6530)}{2\pi}=-0.0311 .
\]

These are near the prescribed gradient but not equal to it: \(e_{xx}\) is about 4% below 0.04, relative to the prescribed value. The one-dimensional case shows the reason, which now needs its tensor form.

## From image coordinates to the undeformed crystal

The deformation gradient of the material is \(F_{ij}=\partial x_i/\partial X_j=\delta_{ij}+\partial U_i/\partial X_j\). The phase gives derivatives with respect to \(\mathbf r\). Since \(\mathbf u(\mathbf r)=\mathbf r-\mathbf R(\mathbf r)\),

\[
e=1-\frac{\partial\mathbf R}{\partial\mathbf r}=1-F^{-1}
\quad\Rightarrow\quad F=(1-e)^{-1}.
\]

For small \(e\), \(F-1=e+e^2+\dots\), so the two gradients agree to first order. In the example

\[
1-e=\begin{pmatrix}0.9618&-0.0198\\-0.0099&1.0311\end{pmatrix},
\]

whose determinant is \(0.9618\times1.0311-0.0198\times0.0099=0.9915\). Hence \(F_{xx}=1.0311/0.9915=1.0399\), where the printed value with more digits is 1.03996. All four components are

\[
F-1=\begin{pmatrix}0.0400&0.0200\\0.0100&-0.0300\end{pmatrix},
\]

the prescribed gradient to the digits shown. Over the whole field the largest error of a component of \(F-1\) is \(5.2\times10^{-5}\). Using \(e\) in its place gives a largest error of \(1.8\times10^{-3}\).

The same result can be written with reciprocal vectors alone. The rows of \(G_{\rm loc}=G+D/2\pi\) are the local vectors, and \(D=-2\pi Ge\) gives

\[
G_{\rm loc}=G(1-e)=GF^{-1}\quad\Rightarrow\quad F=G_{\rm loc}^{-1}G .
\]

At the origin \(\mathbf g_1\) becomes \((2.387,1.755)\ \mathrm{nm}^{-1}\). Its spacing grows from 0.3277 to 0.3375 nm, a relative change of 0.0300. The first-order projection is

\[
\hat{\mathbf g}_1\cdot e\,\hat{\mathbf g}_1=\frac{6.25(0.0382)+4.375(0.0198+0.0099)+3.0625(-0.0311)}{9.3125}=0.0294,
\]

where \(9.3125\ \mathrm{nm}^{-2}=|\mathbf g_1|^2\). The difference of 0.0006 is of second order in \(e\).

## Separating strain from rotation

For a small rotation by \(\omega\), counter-clockwise positive, \(\mathbf u=(-\omega y,\omega x)\). Then \(e_{yx}=\omega\), \(e_{xy}=-\omega\), and the symmetric part vanishes. So when both strain and rotation are small,

\[
\varepsilon=\tfrac12(e+e^{\mathsf T}),\qquad \omega=\tfrac12(e_{yx}-e_{xy}).
\]

The example gives \(\varepsilon_{xy}=(0.0198+0.0099)/2=0.0149\) and \(\omega=(0.0099-0.0198)/2=-0.0050\) rad.

At finite deformation, compare the squared lengths of a material line element before and after:

\[
|d\mathbf r|^2-|d\mathbf R|^2=d\mathbf R\cdot(F^{\mathsf T}F-1)\,d\mathbf R\equiv2\,d\mathbf R\cdot E\,d\mathbf R .
\]

The Green–Lagrange strain \(E=\frac12(F^{\mathsf T}F-1)\) is unaffected by a subsequent rotation \(Q\), because \((QF)^{\mathsf T}QF=F^{\mathsf T}F\). At the origin \(E_{xx}=0.0408\), \(E_{xy}=0.0152\) and \(E_{yy}=-0.0293\).

The rotation itself comes from \(F=QS\), with \(Q\) a rotation by \(\theta\) and \(S\) symmetric with positive eigenvalues. Symmetry of \(S=Q^{\mathsf T}F\) requires

\[
\cos\theta\,F_{xy}+\sin\theta\,F_{yy}=-\sin\theta\,F_{xx}+\cos\theta\,F_{yx},
\]
\[
\tan\theta=\frac{F_{yx}-F_{xy}}{F_{xx}+F_{yy}} .
\]

Of the two solutions, the one with positive trace of \(S\) is taken. Here \(\tan\theta=(0.0100-0.0200)/2.0100\), so \(\theta=-0.0050\) rad, or \(-0.285^\circ\) from the unrounded values.

**Limit: rigid rotation.** With \(F=Q\), \(F^{-1}=Q^{\mathsf T}\) and

\[
e=1-Q^{\mathsf T}=\begin{pmatrix}1-\cos\theta&-\sin\theta\\\sin\theta&1-\cos\theta\end{pmatrix}.
\]

The symmetric part of \(e\) is not zero, although nothing is strained. For a \(3^\circ\) rotation the image gives \(e_{xx}=0.00137\), equal to \(1-\cos3^\circ\), while the largest component of \(E\) is \(5\times10^{-8}\) in magnitude. Replacing \(e\) by \(F-1\) does not cure this, since its diagonal is \(\cos\theta-1\). The false strain is second order in the angle: its diagonal is about \(+\theta^2/2\) in \(e\) and \(-\theta^2/2\) in \(F-1\).

## What else can look like strain

**The reference.** The vectors in \(G\) are measured in a region taken as undeformed. If that region has its own uniform deformation \(F_{\rm ref}\), its vectors are \(GF_{\rm ref}^{-1}\), and the analysis returns

\[
F'=G_{\rm loc}^{-1}GF_{\rm ref}^{-1}=FF_{\rm ref}^{-1}.
\]

The result is then relative to that region. If all reference vectors are too long by a factor \(1+\delta\), the formula gives \(F'=(1+\delta)F\). With \(\delta=0.01\), the example changes from \(F_{xx}=1.0400\) to 1.0504: a false expansion of about one percent. A uniform magnification error shared by reference and measured region cancels, because it multiplies both \(G\) and \(G_{\rm loc}\).

**The imaging phase.** The constant \(\varphi_{\mathbf g}\) dropped out on differentiation. If it varies across the image, for instance with foil thickness, it adds

\[
e_{\rm false}=-\frac1{2\pi}\sum_a\mathbf a_a\otimes\nabla\varphi_a .
\]

Let \(\varphi_1\) drift by one turn over 40 nm along \(x\), which is 0.1571 rad/nm, in a perfect crystal. Then \(e_{xx}=-0.2000/40=-0.0050\) and \(e_{yx}=-0.2857/40=-0.0071\), and the image analysis returns these values. The two phases alone cannot distinguish such a drift from a displacement.

**Noise.** Let the errors \(\eta_{aj}\) of the phase gradients be independent, with zero mean and standard deviation \(s\). From \(\delta e_{ij}=-\frac1{2\pi}\sum_a(\mathbf a_a)_i\eta_{aj}\), the cross terms average to zero and the two values of \(j\) contribute equally:

\[
\Big\langle\sum_{ij}\delta e_{ij}^2\Big\rangle=\frac{2s^2}{4\pi^2}\left(|\mathbf a_1|^2+|\mathbf a_2|^2\right)=\frac{2s^2}{4\pi^2}\,\frac{|\mathbf g_1|^2+|\mathbf g_2|^2}{(\det G)^2},
\]

since \(|\mathbf a_1|=|\mathbf g_2|/|\det G|\) and \(|\mathbf a_2|=|\mathbf g_1|/|\det G|\). For equal lengths \(g\) at an angle \(\gamma\), \(|\det G|=g^2|\sin\gamma|\), and the root-mean-square norm of the error is

\[
\frac{s}{\pi g\,|\sin\gamma|}.
\]

For given \(s\) and \(g\) it is smallest for perpendicular reflections and diverges as they become collinear, where the inversion fails. In the example \(g=\sqrt{9.3125}=3.05\ \mathrm{nm}^{-1}\) and \(|\sin\gamma|=8.75/9.3125=0.940\). White noise of 5% of the mean intensity per pixel produced \(s=0.0542\) rad/nm, so the formula gives \(0.0542/(\pi\times3.05\times0.940)=0.0060\). The norm found directly from the noisy tensors is also 0.0060. This tests how phase errors pass into the tensor; \(s\) itself was measured, not predicted. The numerical output lists the values with further digits.

## Calculated quantities

```
field width: 40.0 nm; pixels per side: 512
mask width sigma: 0.50 1/nm
g1x, g1y, g2x, g2y: 2.500, 1.750, -2.500, 1.750 1/nm
det G: 8.7500 1/nm^2
dual vectors a1x, a1y, a2x, a2y: 0.2000, 0.2857, -0.2000, 0.2857 nm
-- one-dimensional chain, first fringe interval --
reference spacing: 0.320 nm
directly measured spacing: 0.33279 nm
direct relative change: 0.03998
e from phase: 0.03841
e/(1-e): 0.03994
largest error of e/(1-e) on chain: 4.7e-05
-- strain wave through mask --
wave frequency: 0.50 1/nm
transfer measured: 0.6065; formula: 0.6065
-- two-dimensional example at origin; order xx, xy, yx, yy --
prescribed F-1: 0.04000, 0.02000, 0.01000, -0.03000 (dimensionless)
dP1/dx, dP1/dy, dP2/dx, dP2/dy: -0.70943, 0.03078, 0.49161, 0.65295 rad/nm
local g1x, g1y, g2x, g2y: 2.38709, 1.75490, -2.42176, 1.85392 1/nm
e from phases: 0.03823, 0.01980, 0.00990, -0.03109 (dimensionless)
F-1 from phases: 0.03996, 0.01997, 0.00999, -0.02996 (dimensionless)
symmetric part of e: 0.03823, 0.01485, 0.01485, -0.03109 (dimensionless)
small rotation from e: -0.00495 rad
Green-Lagrange strain E: 0.04080, 0.01523, 0.01523, -0.02931 (dimensionless)
finite rotation: -0.00497 rad = -0.285 deg
g1 fringe spacing: reference 0.32769 nm, local 0.33752 nm
g1 relative spacing change: 0.03000
first-order projection of e on g1: 0.02939
-- whole field --
largest phase error: 0.0093 rad
largest error of F-1: 5.2e-05
largest error if e is used as F-1: 1.8e-03
-- displacement perpendicular to g1 --
largest phase gradient: g1 1.4e-06, g2 0.565 rad/nm
-- rigid rotation --
rotation angle: 3.0 deg
e_xx: 0.001370; largest |E|: 5.1e-08
-- error sources --
reference scale factor: 1.010
F_xx at origin: correct 1.03996, scaled 1.05036
imaging-phase drift along x: 0.1571 rad/nm
false e (xx, xy, yx, yy): -0.00500, -0.00000, -0.00714, -0.00000 (dimensionless)
image noise per pixel: 0.050 of mean intensity
phase-gradient noise: 0.0542 rad/nm
rms norm of e noise: 0.00602; formula: 0.00602
```
